# Self-Shift and Cross-Shift of Coplanar String Modes Through Shared Tension

A string 100 µm long under 1 GPa of tensile stress vibrates in its fundamental mode with an amplitude of 100 nm. In the ideal-string model this raises the frequency of the fundamental by 231 parts per million (ppm). The second mode, barely excited, rises by 154 ppm. Both modes feel the same tension, yet the fractional shifts differ by a factor 3/2. The factor comes from the timing of the tension within each cycle.

## Tension shared by all modes

Let the string have length $L$, cross-section $A$, Young modulus $E$, mass per length $\mu$ and static tension $T_0=\sigma A$. Its ends are fixed and all motion lies in one plane. The transverse displacement is $w(x,t)$ and the axial displacement, measured from the tensioned state, is $u(x,t)$. Primes denote $x$-derivatives and dots time derivatives. Slopes are small, and bending and damping are neglected at first. The material is Hookean, with $E$, $A$ and $L$ defined in the tensioned state: a further fractional extension $e$ of the tensioned string adds a tension $EAe$.

An element $dx$ acquires the length $\sqrt{(1+u')^2+w'^2}\,dx\approx(1+u'+w'^2/2)\,dx$, so the local tension is

$$T=T_0+EA\left(u'+\tfrac12 w'^2\right).\tag{1}$$

If axial equilibrium is fast compared with the vibration, $T$ is uniform along the string. Averaging (1) over $x$ removes $u'$, because $u(0)=u(L)=0$:

$$T(t)=T_0+\frac{EA}{2L}\int_0^L w'^2\,dx .\tag{2}$$

Expand $w=\sum_n q_n(t)\sin k_nx$ with $k_n=n\pi/L$. The slopes $k_n\cos k_nx$ of different modes are orthogonal, and $\int_0^L\cos^2k_nx\,dx=L/2$. Hence

$$\frac{T}{T_0}=1+\frac{E}{4\sigma}\sum_j k_j^2q_j^2 .\tag{3}$$

The equation of motion $\mu\ddot w=T(t)w''$ separates, since $w''$ multiplies each sine by $-k_n^2$. With $\omega_n=k_n\sqrt{T_0/\mu}$,

$$\ddot q_n+\omega_n^2\left[1+\frac{E}{4\sigma}\sum_jk_j^2q_j^2\right]q_n=0 .\tag{4}$$

The modes influence one another only through the squares of their displacements.

## The two shifts

Let mode $m$ oscillate freely as $q_m=a\cos\omega t$, with $\omega$ close to $\omega_m$, and let all other modes be weak. Define the peak fractional rise of tension

$$S=\frac{E k_m^2a^2}{4\sigma}\ll1 .\tag{5}$$

The tension then follows

$$\frac{T}{T_0}=1+S\cos^2\omega t=1+\frac S2+\frac S2\cos2\omega t .\tag{6}$$

**Another mode.** For $n\ne m$, equation (4) becomes

$$\ddot q_n+\omega_n^2\left[1+\frac S2+\frac S2\cos2\omega t\right]q_n=0 .\tag{7}$$

The ripple multiplies a motion at $\omega_n$ and produces forces at $\omega_n+2\omega$ and $|\omega_n-2\omega|$. Neither equals $\omega_n$ unless $\omega_n=\omega$, so the ripple has no first-order effect on the frequency. The mean tension remains. The squared frequency is $\omega_n^2(1+S/2)$, and its square root gives

$$\frac{\delta\omega_n}{\omega_n}=\frac S4=\frac{E k_m^2a^2}{16\sigma}.\tag{8}$$

**The same mode.** Now the ripple multiplies the motion that created it:

$$\left(\frac S2+\frac S2\cos2\omega t\right)\cos\omega t=\left(\frac S2+\frac S4\right)\cos\omega t+\frac S4\cos3\omega t .\tag{9}$$

Balancing the terms at $\omega$ in (4) gives $\omega^2=\omega_m^2(1+3S/4)$. The term at $3\omega$ only distorts the waveform slightly. Therefore

$$\frac{\delta\omega_m}{\omega_m}=\frac{3S}8=\frac{3E k_m^2a^2}{32\sigma},\qquad
\frac{\delta\omega_m/\omega_m}{\delta\omega_n/\omega_n}=\frac32 .\tag{10}$$

The mean tension supplies $S/4$, two thirds of the own shift. The ripple supplies $S/8$, the remaining third. The string is tightest when mode $m$ is at its greatest displacement, where the extra tension adds most to the restoring force. For another mode, the ripple and the square of the displacement vary at different frequencies, so the gains and losses in restoring force cancel over time.

The vibration energy $W_m=\tfrac14T_0Lk_m^2a^2$ turns (5) into $S=EA\,W_m/(T_0^2L)$. At leading order, equal energies in different modes thus raise the tension equally, whatever the mode number.

"Own shift" here means the change in the free-oscillation frequency. A second weak tone applied within mode $m$ would test the linearized force about the large motion, which is a different measurement.

## What nonresonant requires

String frequencies are integer multiples of $\omega_1$, so it must be asked whether (7) conceals a parametric resonance. The ripple changes the frequency of a motion in steps of $2\omega$. It can feed a mode resonantly by connecting $-\omega_n$ to $+\omega_n$, which takes $j$ steps if $2\omega_n=2j\omega_m$, that is $n=jm$. For another mode $j\ge2$, and the coupling is of order $S^j$.

The two shifts also spoil the match. For $n=jm$ the mistuning is

$$\frac{\delta\omega_n}{\omega_n}-\frac{\delta\omega_m}{\omega_m}=\frac S4-\frac{3S}8=-\frac S8 .\tag{11}$$

This is first order in $S$, whereas the resonance is at most second order in width. At small $S$ the harmonic spectrum therefore does no harm.

A Floquet calculation, which follows a weak mode through one period of the tension, tests this at $S=6.17\times10^{-4}$. With mode 1 oscillating, the ratio is 1.500048 for mode 2 and 1.500036 for mode 3, and both weak modes are stable. With mode 2 oscillating and mode 1 weak, it is 1.499952. The departures from 3/2 are smaller than $S$ itself.

## Axial inertia and a second resonance

Equation (2) assumed that the string redistributes its stretch instantly. To find the error, keep the axial motion and expand the length of an element further, counting $u'$ as of order $w'^2$:

$$e=\sqrt{(1+u')^2+w'^2}-1\approx u'+\frac{w'^2}2-\frac{u'w'^2}2-\frac{w'^4}8 .\tag{12}$$

The energy per length is $T_0e+EAe^2/2$. To this order $e^2=u'^2+u'w'^2+w'^4/4$, and the term $T_0u'$ integrates to zero. Collecting terms,

$$V=\frac{T_0}2w'^2+\frac{EA}2u'^2+\frac{EA-T_0}2\left(u'w'^2+\frac{w'^4}4\right).\tag{13}$$

Let $\epsilon=T_0/EA=\sigma/E$. The axial equation is

$$\mu\ddot u=EA\left[u'+\tfrac12(1-\epsilon)w'^2\right]' .\tag{14}$$

Suppose $w'^2$ contains $s\cos Kx\cos\Omega t$ with $K\neq0$. Inserting $u=U\sin Kx\cos\Omega t$ gives $-\mu\Omega^2U=-EA[K^2U+(1-\epsilon)Ks/2]$, hence

$$u'=-\frac{1-\epsilon}{2}\,\frac{s\cos Kx\cos\Omega t}{1-\epsilon R^2},\qquad R^2=\frac{\mu\Omega^2}{T_0K^2}.\tag{15}$$

A uniform part, $K=0$, produces no $u'$ because the ends are fixed.

The shifts follow from the Lagrangian averaged over time. Since $u$ solves a linear forced equation, eliminating it leaves half of its coupling energy. The quartic energy is then

$$H=(EA-T_0)L\left[\tfrac14\langle u'w'^2\rangle+\tfrac18\langle w'^4\rangle\right],\tag{16}$$

where brackets average over length and time. With slope amplitude $p_i=k_ia_i$, the quadratic part of the averaged Lagrangian is $\sum_i(L/8)(\mu\Omega_i^2-T_0k_i^2)a_i^2$, where $\Omega_i$ is the shifted frequency. Making the total stationary in $a_i^2$, and using $\Omega_i^2-\omega_i^2\approx2\omega_i\,\delta\omega_i$, gives

$$\frac{\delta\omega_i}{\omega_i}=\frac4{LT_0}\frac{\partial H}{\partial(p_i^2)} .\tag{17}$$

**Own shift.** For one mode, $w'^2=(p^2/4)(1+\cos2k_mx)(1+\cos2\omega_mt)$. Its nonuniform parts have $s=p^2/4$, one static ($R=0$) and one at $2\omega_m$ ($R=1$). Their averages with $w'^2$ carry factors $1/2$ and $1/4$, so

$$\langle u'w'^2\rangle=-\frac{p^4}{32}\left[\frac{1-\epsilon}2+\frac14\right]=-\frac{(3-2\epsilon)p^4}{128},\quad \langle w'^4\rangle=\frac{9p^4}{64}.\tag{18}$$

Equation (16) gives $H=(EA-T_0)L\,p^4(6+2\epsilon)/512$. By (17), the own shift in (10) is multiplied by

$$F_{\rm own}=(1-\epsilon)(1+\epsilon/3).\tag{19}$$

**Shift of another mode.** Let mode $n$ have slope amplitude $r$. The product term in $w'^2$ has four components of strength $s=pr/2$, with wavenumbers $|k_n\pm k_m|$ and frequencies $|\omega_n\pm\omega_m|$ in all combinations. Their $R^2$ values are $1,1,\rho^2,\rho^{-2}$, where $\rho=(n+m)/|n-m|$. Write

$$D=\frac1{1-\epsilon\rho^2}+\frac1{1-\epsilon/\rho^2}.$$

The terms proportional to $p^2r^2$ are

$$\langle u'w'^2\rangle=-\frac{(1-\epsilon)p^2r^2}{32}\left[\frac2{1-\epsilon}+D\right],\quad
\langle w'^4\rangle=\frac{6p^2r^2}{16}.\tag{20}$$

Thus $H=(EA-T_0)L\,p^2r^2[4-(1-\epsilon)D]/128$. Differentiating with respect to $r^2$ multiplies (8) by

$$F_{\rm other}=(1-\epsilon)\left[2-\tfrac12(1-\epsilon)D\right].\tag{21}$$

When one mode number is three times the other, the two averages in (20) also contain terms in $p^3r$ or $pr^3$. These come from a component of $w'^2$ with $R=1$, for which (15) makes $u'$ equal to minus half that component. The two terms in (16) then cancel, so (21) holds for such pairs too.

Both factors tend to 1 as $\epsilon\to0$ at fixed $\rho$, which restores 3/2. They contain two effects of order $\epsilon$: the extra geometric terms of (12) and axial inertia. Setting $R=0$ in (15) keeps only the first and gives $F_{\rm own}=(1-\epsilon)(1+\epsilon/2)$ and $F_{\rm other}=(1-\epsilon)(1+2\epsilon)$, which lower the ratio; inertia raises it. To first order in $\epsilon$, $F_{\rm own}\approx1-2\epsilon/3$ and $F_{\rm other}\approx1-\epsilon(\rho^2+\rho^{-2})/2$. The second correction grows for neighbouring high modes. Their product drives a long axial wave at the high frequency $\omega_n+\omega_m$. When $\epsilon\rho^2=1$ this drive meets a longitudinal resonance and (21) diverges. "Any other mode" in the 3/2 rule therefore requires $\epsilon\rho^2\ll1$ as well as $n\ne m$.

A time integration of the string with the full square-root length and its axial motion tests these factors. Mode 1 was given an amplitude for which (8) predicts a shift of $10^{-3}$, and mode 2 was the weak probe. At $\epsilon=0.020$ the integration gave a ratio of 1.6575, against 1.6569 from (19) and (21). At $\epsilon=0.004$ it gave 1.5249, against 1.5246.

## The 100 µm string in numbers

The string is 1 µm wide and 100 nm thick, with $E=250$ GPa and density $\varrho=3100$ kg/m³. The ideal fundamental frequency is

$$f_1=\frac1{2L}\sqrt{\frac\sigma\varrho}=2.840\ \text{MHz},\qquad f_2=2f_1=5.680\ \text{MHz}.$$

For $a=100$ nm, $k_1a=\pi\times10^{-3}=3.142\times10^{-3}$, and

$$S=\frac{250}{4\times1}(3.142\times10^{-3})^2=6.17\times10^{-4}.$$

The stress rises by 0.62 MPa at its peak and 0.31 MPa on average. Equations (10) and (8) give

$$\frac{\delta f_1}{f_1}=\frac38S=231\ \text{ppm},\qquad \frac{\delta f_2}{f_2}=\frac14S=154\ \text{ppm}.$$

In hertz the order reverses: mode 1 moves by 657 Hz and mode 2 by 876 Hz, because the smaller fraction acts on twice the frequency. The 3/2 rule concerns fractional shifts.

The correction (19) and (21) is the largest among those evaluated for this pair. Its geometric part alone would lower the ratio to 1.491, and axial inertia more than reverses this. With $\epsilon=0.004$ and $\rho=3$, the factors are $F_{\rm own}=0.9973$ and $F_{\rm other}=0.9812$, so the ratio becomes $1.5\times0.9973/0.9812=1.525$. For mode 3 acting on mode 4, $\rho=7$ and the formula gives 1.70. The rule has then already failed by 13% relative to 3/2. The longitudinal fundamental lies at $15.8f_1$, close to the sum frequency $15f_1$ of modes 7 and 8, so 3/2 should not be expected for that pair.

## Clamped ends

A real string has bending stiffness $EI$, and clamps hold its slope at zero. Let $\phi_i$ be the clamped mode shapes, normalized by $\mu\int\phi_i^2dx=1$, and let $G_{ij}=\int\phi_i'\phi_j'dx$. In this section $\omega_i$ are the clamped frequencies and $q_i$ the coordinates of these modes. With uniform tension, the stretching energy beyond quadratic order is

$$V_4=C\Big(\sum_{ij}G_{ij}q_iq_j\Big)^2,\qquad C=\frac{EA}{8L}.\tag{22}$$

The own term $CG_{mm}^2q_m^4$ gives the force $-4CG_{mm}^2q_m^3$. The factor $3/4$ from $\cos^3$ makes the fractional shift $3CG_{mm}^2a^2/(2\omega_m^2)$, where $a$ is now the amplitude of $q_m$. The terms in $q_m^2q_n^2$ have coefficient $C(2G_{mm}G_{nn}+4G_{mn}^2)$. Averaging $q_m^2$ to $a^2/2$ gives a fractional shift $C(G_{mm}G_{nn}+2G_{mn}^2)a^2/\omega_n^2$ for mode $n$. Away from internal resonances, the ratio is

$$\frac32\,\frac{G_{mm}^2/\omega_m^2}{(G_{mm}G_{nn}+2G_{mn}^2)/\omega_n^2}.\tag{23}$$

For modes 1 and 2, $G_{12}=0$ by symmetry. What remains is a comparison of $T_0G_{ii}/\omega_i^2$, the share of each mode's elastic energy held by tension.

Near a clamp the slope recovers as $\theta(1-e^{-x/\ell})$, with $\ell=\sqrt{EI/T_0}$. The two ends store bending energy proportional to $2EI\theta^2/(2\ell)=T_0\ell\theta^2$, while the whole mode stores $T_0\theta^2L/2$ on the same scale. The bending share is $2\ell/L$, the same for every low mode, so it cancels from (23) at leading order.

Here $\ell=0.46$ µm. Diagonalizing the clamped beam raises $f_1$ from 2.840 to 2.866 MHz and lowers the own shift from 231 to 229 ppm, but leaves the ratio at 1.501. Enlarging the basis from 50 to 80 functions changes this ratio by less than $10^{-11}$. The clamps also let mode 1 force mode 3 at three times its frequency, but at $a=100$ nm the forced amplitude is only $3\times10^{-4}$ of that of mode 1. It is small because bending places mode 3 about 820 ppm above $3f_1$. The mistuning (11) has the opposite sign and grows as $a^2$, so in this uniform-tension model it cancels the offset near $a=330$ nm, where an internal resonance sets in. The offset of mode 2 from $2f_1$, about 310 ppm, is cancelled near 200 nm, but the second-order parametric growth there, about $1.5\times10^{-7}$ of the frequency, is far below the damping $1/2Q$ at $Q=10^5$.

## Comparison with silicon nitride devices

The parameters are rough values for a high-stress silicon nitride string, for which a tensile stress near 1 GPa is typical. An amplitude equal to the thickness is a strong drive, far above the 29 pm rms thermal motion at 300 K. The slope nevertheless remains small, and the bending stress at the clamps, 87 MPa, is well below the static stress. For an assumed quality factor of $10^5$ in both modes, the linewidths are 28 Hz for mode 1 and 57 Hz for mode 2, so both shifts would be resolvable. The clamped-beam model places the fundamental of the other polarization 10% higher, far outside the shifts considered here. In a real device $\epsilon$ is finite and axial equilibrium is not instant. For axially fixed ends the geometric terms lower the predicted ratio for modes 1 and 2 from 1.500 to 1.491, and axial inertia raises it to 1.525. Real supports also yield. If the supports yield only along the string, as linear springs without inertia, they replace $EA$ in (2) by a smaller stiffness. Both shifts then fall by the same factor, and 3/2 survives in the uniform-tension limit. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
length 100 um, width 1 um
thickness 100 nm, mode-1 amplitude 100 nm
stress 1.0 GPa, modulus 250 GPa
density 3100 kg/m^3, temperature 300 K
stress/modulus eps = 0.0040
ideal string f1 = 2.8398 MHz, f2 = 5.6796 MHz
slope amplitude k a = 3.14159e-03
peak fractional tension rise S = 6.1685e-04
peak / mean stress rise = 0.617 / 0.308 MPa
own fractional shift, formula = 231.32 ppm
other fractional shift, formula = 154.21 ppm
own shift of mode 1 = 656.9 Hz
shift of mode 2 = 875.9 Hz
own shift from exact period = 231.29 ppm
mode-2 shift from Floquet phase = 154.19 ppm
ratio, mode 1 acting on mode 2, Floquet = 1.500048
ratio, mode 1 acting on mode 3, Floquet = 1.500036
ratio, mode 2 acting on mode 1, Floquet = 1.499952
ratio, mode 2 acting on mode 3, Floquet = 1.500075
ratio, mode 3 acting on mode 1, Floquet = 1.499964
share of own shift from mean tension = 0.66668
eps 0.004: own factor formula 0.9973, simulated 0.9958
eps 0.004: other factor formula 0.9812, simulated 0.9796
eps 0.004: ratio 1 on 2 formula 1.5246, simulated 1.5249
eps 0.020: own factor formula 0.9865, simulated 0.9850
eps 0.020: other factor formula 0.8931, simulated 0.8914
eps 0.020: ratio 1 on 2 formula 1.6569, simulated 1.6575
example ratio 1 on 3, axial formula = 1.5089
example ratio 3 on 4, axial formula = 1.7019
longitudinal fundamental / f1 = 15.81
clamped-beam f1 = 2.8663 MHz
clamped-beam own shift = 229.12 ppm
clamped-beam ratio 1 on 2 = 1.50094
ratio change, basis 50 to 80 = -7.0e-12
fractional f1 change, basis 50 to 80 = -3.6e-13
forced mode-3 / mode-1 amplitude = 2.9e-04
fractional gap to other polarization = 10.15 %
bending stress at clamp = 86.8 MPa
thermal rms amplitude of mode 1 = 29.0 pm
linewidth for assumed Q 100000 = 28.4 Hz
```
